The Patch Radius for Lateral Averaging at a Schottky Barrier

**1. What goes wrong when patches are treated as independent diodes**

Suppose a metal contact to an n-type semiconductor has patches whose barrier is lower by Δ = 0.2 eV than elsewhere. At 300 K, where kT = 0.02585 eV, thermionic emission over the lower barrier is stronger by exp(Δ/kT) ≈ 2300. If each patch conducted as an independent diode, low patches covering one part in 2300 of the contact would double its current.

This fails for small patches. The band energy in front of a patch is set partly by the higher interface around it. An electron leaving the patch may have to climb after it has left the metal. For a patch of radius 15.5 nm in the example below, this climb is about 84 meV, which lowers the emission by exp(84/25.85) ≈ 26. If the pass is taken to be about as wide as the patch, the independent-diode estimate of its current is then too large by roughly that factor. Image force, left out until section 9, roughly doubles it.

The task is to find the radius at which this becomes important. The leading estimate treats the surrounding field as uniform near the patch; the first correction restores its decrease with depth.

**2. The model and its small parameter**

Let U be the conduction-band energy of an electron, measured from the band edge in the neutral bulk, and z the depth below the metal. The donor density N is uniform and the donor charge is treated as continuous. Without the patch, the fully depleted region obeys

U″ = κ, κ = e²N/ε,

where ε is the permittivity. The sign is positive because electron energy is −e times electrostatic potential. At the depletion edge z = W both U and U′ vanish, so

U = κ(W − z)²/2.

Setting U(0) = V, the depletion band bending, gives W = √(2V/κ). The downward slope at the interface is

F = κW = 2V/W.

F is an energy per length, numerically the field in volts per length. Expanding the square gives

U = V − Fz + Fz²/(2W).

Now lower the interface energy by Δ on an isolated disc of radius R with a sharp edge. Assume first that the depletion charge does not change. The added energy φ then satisfies Laplace's equation, with φ = −Δ on the disc and φ = 0 on the rest of the interface. Treating the semiconductor as a half-space, the Poisson kernel gives on the disc axis

φ(0,z) = −Δz ∫₀ᴿ ρ dρ/(z² + ρ²)^(3/2)
= −Δ[1 − z/√(z² + R²)].

The patch barrier is V − Δ. The axial energy measured from it is therefore

h(z) = Δz/√(z² + R²) − Fz + Fz²/(2W).

The first term is the climb imposed by the surroundings, and the second is the depletion field pulling the electron inward. Their balance sets the length

R_c = Δ/F = ΔW/(2V).

With ζ = z/R_c and x = R/R_c, division by Δ = FR_c gives

h/Δ = ζ/√(ζ² + x²) − ζ + λζ²/2,
λ = R_c/W = Δ/(2V).

The analysis is an expansion in small λ at fixed x. It requires a contrast well below twice the band bending, and so fails near flat band.

**3. Leading order: when the centre closes**

Set λ = 0. The axial slope is

d(h/Δ)/dζ = x²/(ζ² + x²)^(3/2) − 1.

At the interface it equals 1/x − 1, and it decreases with depth. If x > 1 it is negative everywhere, so the electron runs downhill from the metal. If x < 1 the energy first rises and then falls: the centre is pinched off. Hence, at leading order,

pinch-off at the centre: R < R_c = Δ/F.

A larger contrast raises this radius because the surroundings push harder. A stronger depletion field lowers it.

To find the height of the climb, set the slope to zero and write y = x^(2/3):

(ζ_s² + x²)^(3/2) = x²,
√(ζ_s² + x²) = x^(2/3) = y.

Since x² = y³,

ζ_s = √(y² − y³) = y√(1 − y).

Substitution gives

h_s/Δ = ζ_s/y − ζ_s
= √(1 − y) − y√(1 − y)
= (1 − y)^(3/2).

The leading rise above the patch barrier is thus

h_s = Δ[1 − (R/R_c)^(2/3)]^(3/2).

This axial maximum is also the lowest pass out of the patch. On the plane z = z_s, −φ is the integral over the disc of a kernel that decreases with lateral distance from the observation point. Move that point off the axis, and compare the disc with one of equal radius centred on the point. The disc has lost area closer than R and gained equal area farther than R, so the integral is smaller and the energy higher. Every path from the patch to the bulk crosses this plane, and therefore reaches at least the axial energy h_s. The axial path reaches no more.

**4. From a geometric to a thermal criterion**

The rise starts gently as R falls below R_c. A chosen rise δ < Δ requires

(δ/Δ)^(2/3) = 1 − (R/R_c)^(2/3),

and therefore

R(δ) = R_c[1 − (δ/Δ)^(2/3)]^(3/2).

For thermionic emission through the centre, with the prefactor held fixed, δ = kT reduces the current by a factor e. This defines the thermal radius

R_T = R_c[1 − (kT/Δ)^(2/3)]^(3/2), for Δ > kT.

If Δ < kT, no patch in this model reaches a rise of kT, since the rise cannot exceed Δ at leading order.

**5. First correction: the field weakens with depth**

For small λ, the change in a maximum is, to first order, the added term evaluated at the old position. The shift due to field curvature is

δh_s = Δλζ_s²/2 = (Δλ/2)y²(1 − y).

It is positive: the inward pull at the pass is weaker than at the interface. The function y² − y³ has derivative 2y − 3y², so its maximum is at y = 2/3, where it equals 4/27. The largest first-order shift is therefore

(2/27)λΔ = Δ²/(27V).

The next term shows where this expansion is reliable. The leading curvature at the pass is

−3x²ζ_s/y⁵ = −3ζ_s/y².

For a small displacement η of the pass, of order λ, the η-dependent terms up to second order in λ are

−(3ζ_s/(2y²))η² + λζ_sη.

They are largest at η = λy²/3, and add λ²ζ_sy²/6 to h_s/Δ. Divided by the first-order term λζ_s²/2, this is

λy²/(3ζ_s) = λy/[3√(1 − y)].

The ratio grows as y → 1, so the expansion at fixed x fails close to threshold. There ζ is small and x is near 1, and the slope must be expanded afresh:

d(h/Δ)/dζ ≈ a + λζ − (3/2)ζ²,
a = 1/x − 1.

Integration from the interface gives

h/Δ ≈ ζ(a + λζ/2 − ζ²/2).

The bracket is largest at ζ = λ/2, where it is a + λ²/8. A point higher than the patch interface exists while this is positive. With a ≈ −(x − 1), the corrected condition is

R < R_c(1 + λ²/8).

A lower local maximum survives a little longer. The slope is largest at ζ = λ/3, where it equals a + λ²/6, so the maximum disappears at

R ≈ R_c(1 + λ²/6).

Curvature thus changes the pass height at first order in λ but the threshold radius at second order. The reason is that near threshold the pass lies close to the interface, at a depth of order λR_c, where the curvature term is very small.

The correction also moves the thermal radius. Differentiating the leading rise gives

d(h_s/Δ)/dx = −√(1 − y)/√y.

The first-order rise must be offset by an increase in x, so

δR = R_c(λ/2)y^(5/2)√(1 − y).

The depletion edge responds too. At depth W the patch perturbation is about −ΔR²/(2W²). A reaction varying over the length W has a slope of order ΔR²/W³ near the interface. Relative to F = Δ/R_c this is of order x²λ³, beyond the orders kept here. For a sharp edge the linearized condition is φ = 0 at z = W, and Laplace's equation in that slab gives a coefficient of about 0.3. At λ = 0.2 and x = 1 the extra upward slope is then about 0.0024F, half of the shift λ²/8 = 0.005, so at this λ the second-order thresholds give only the size of the effect.

**6. Larger patches: the rim stays closed**

Above R_c the centre is open, but points near the edge still feel the high surroundings. For a point inside the patch, write φ as −Δ plus the contribution of the missing area outside. In polar coordinates about that point, with s(θ) the distance to the rim, the upward slope at the interface is

(Δ/2π)∫dθ ∫ₛ^∞ r dr/r³ = Δ⟨1/s⟩,

where the brackets average over direction. At distance ρ = mR from the centre,

s = −ρ cosθ + √(R² − ρ² sin²θ).

Multiplying numerator and denominator of 1/s by √(R² − ρ² sin²θ) + ρ cosθ gives

1/s = [√(R² − ρ² sin²θ) + ρ cosθ]/(R² − ρ²).

The cosine averages to zero. With E(m) the complete elliptic integral of the second kind and modulus m,

Δ⟨1/s⟩ = (2Δ/πR) E(m)/(1 − m²).

A point is open when this is less than F. At the centre E(0) = π/2, which returns R > R_c. Near the edge of a large patch, let d = R − ρ. Then E → 1 and 1 − m² ≈ 2d/R, so the slope becomes Δ/(πd). The pinched rim has width

d = R_c/π.

This width is geometric, not thermal. At distance d from a straight rim the energy along the normal is (Δ/π)arctan(z/d) − Fz. Its maximum vanishes at d = R_c/π and, for the parameters of section 8, reaches kT only within about 6 nm of the edge, against a rim of 16 nm. For R_c ≪ R ≪ W the open area fraction is about 1 − 2R_c/(πR). The window is narrow unless λ is very small: the formula gives 0.68 against 0.58 from the slope condition at R = 2R_c, and 0.87 against 0.855 at R = 5R_c, which at λ = 0.2 is already W. Once R is comparable with W or larger, the depletion edge under the patch also moves towards the metal. Far from the rim of a very wide patch the inward slope is then √[2κ(V − Δ)] = F√(1 − 2λ) instead of F, so the rim is wider than R_c/π by a relative amount of order λ. Averaging therefore affects large patches as well, but in a decreasing fraction of their area. Half the area is open when m² = 1/2 satisfies the slope condition, which gives R = 1.72R_c.

The same average treats a long stripe of half-width b. On its midline s = b/|cosθ| and ⟨1/s⟩ = 2/(πb), so the midline closes at leading order when b < 2R_c/π. Shape changes the numerical factor; the length Δ/F remains.

**7. Very small patches**

For R ≪ R_c, y is small, and what remains of the barrier lowering is

Δ − h_s = Δ[1 − (1 − y)^(3/2)]
≈ (3/2)Δy(1 − y/4).

Its leading part can be written

(3/2)(ΔR²F²)^(1/3).

Patch size and contrast now enter through the single combination ΔR². Since F² = 2κV, the lowering varies as V^(1/3): reverse bias increases V and partly reopens the patch.

**8. A worked estimate**

Take round model parameters: relative permittivity 12, N = 10¹⁶ cm⁻³, V = 0.50 eV, Δ = 0.20 eV and T = 300 K. Then κ = 1.508 × 10⁻⁵ eV/nm², and

W = √(2 × 0.50/1.508 × 10⁻⁵) nm = 257.5 nm,
F = 2 × 0.50/257.5 eV/nm = 3.883 meV/nm,
R_c = 200/3.883 nm = 51.5 nm,
λ = 51.5/257.5 = 0.200.

For the thermal radius, kT/Δ = 0.129, whose two-thirds power is 0.256. Hence

R_T = 51.5 × (1 − 0.256)^(3/2) nm ≈ 33 nm.

With y = 0.744, the first correction is

δR = 51.5 × 0.100 × 0.744^(5/2) × √0.256 nm ≈ 1.2 nm,

so the corrected thermal radius is about 34 nm. The other leading-order marks are:

- half the patch area open: R ≈ 89 nm;
- half the contrast lost at the centre: R ≈ 12 nm;
- pinched rim of a large patch: about 16 nm wide, before the widening described in section 6.

Averaging is therefore already visible in the open area near 90 nm, reaches the centre near 50 nm, and costs the centre a factor e near 34 nm. These marks are not current ratios for the whole patch. Weighting each point of the disc by exp(−rise/kT), with the rise taken along the normal, leaves about three quarters of the area effective at 89 nm, about 0.45 at R_c and about one sixth at 34 nm. A single answer to the original question is a few tens of nanometres, with R_c as its natural scale.

The pass heights show the size of the correction. At R = 0.3R_c = 15.5 nm the leading rise is 82.0 meV, at a depth of 17.1 nm. Numerical maximization of h with curvature included gives 84.3 meV. At R = 0.6R_c = 30.9 nm the corresponding rises are 31.0 and 34.2 meV. The largest first-order shift is 200²/(27 × 500) meV = 2.96 meV. Among nineteen radii from 0.05 to 0.95R_c, the largest numerical shift is 3.22 meV. It is larger because the pass also moves: at y = 2/3 the second-order term adds about 0.2 meV.

The assumption of fixed depletion charge can be removed by solving the axisymmetric Poisson–Boltzmann equation

∇²U = κ[1 − exp(−U/kT)]

on a finite-volume grid. Far from the patch, multiplying by U′ and integrating from the bulk gives

(U′)²/2 = κ[U − kT(1 − exp(−U/kT))].

At the interface the exponential is negligible, so the same F requires a total band bending V + kT. With that choice, the rises at the two radii are 84.3 and 34.3 meV. The two calculations thus agree to about 0.1 meV. The grid error was not measured separately, so this shows only that mobile electrons and a movable depletion edge matter little at these radii.

Doping and bias enter through

R_c = Δ/√(2κV).

Raising N tenfold reduces R_c to 16.3 nm. Raising V ninefold to 4.5 eV, at the original doping, reduces it to 17.2 nm. A patch of radius 30 nm is then open at its centre in either case, although it was closed before.

**9. What limits the estimate**

The donor charge was smoothed, but the mean donor spacing N^(−1/3) is about 46 nm here, close to R_c. Individual patches can therefore have passes that differ from the calculated one. The result describes the mean electrostatic field, and its tenths of a meV measure agreement within the model, not the accuracy for one real patch.

The image force is also left out. In a uniform field its energy −e²/(16πεz) produces a barrier maximum at depth z_i = √[e²/(16πεF)] = 2.8 nm and a lowering 2Fz_i = 21.6 meV. At a deeper pass its first-order effect is −Fz_i²/z_s, or about −2 meV for the 15.5 nm patch. The surroundings are thus lowered more than this pass, so image force changes the effective contrast by an amount comparable with kT. The independent diode used for comparison is lowered too, by about 21.6(1 − 2λ)^(1/4) ≈ 19 meV in its own field. Measured against it, the factor 26 of section 1 becomes about exp[(84 − 2 + 19)/25.85] ≈ 50, and the radius that costs the centre a factor e moves from 34 to about 44 nm, far more than the curvature correction.

Pure thermionic emission is assumed as well, although the pass is broad: the depth range within about kT of its top is some 37 nm at R = 34 nm, against 9 nm for a wide patch. With a silicon-like mobility of 1200 cm²/Vs and an emission velocity of 2–5 × 10⁶ cm/s, a one-dimensional diffusion estimate removes a further 20–40% of the current through that pass, against about 10% for the wide patch.

Finally, tunnelling is left out. Where it carries much of the current through a pass, R_c still gives the length at which the two electrostatic slopes compete, but the thermal radius no longer marks a loss by a factor e. Close neighbouring patches change the balance itself: they replace high interface by low interface in the integral of section 6, which weakens the upward slope. At leading order a patch among them therefore closes at a radius smaller than R_c.
